# Coupling of Two Degenerate Excited States and Their Dipole Strengths

An atom or ion has a nondegenerate ground state $|g\rangle$, whose energy is taken as zero, and two orthonormal excited states $|1\rangle$ and $|2\rangle$, both of energy $E_0$. An interaction couples the excited states through a real matrix element $V\neq0$. In the basis $(|1\rangle,|2\rangle)$ the Hamiltonian is

$$H=\begin{pmatrix}E_0&V\\V&E_0\end{pmatrix}.$$

Let $D$ be the component of the electric dipole operator along one chosen polarization, with real amplitudes $a=\langle1|D|g\rangle$ and $b=\langle2|D|g\rangle$. The strength of a line from $g$ to an excited state $\psi$ is defined as $S=|\langle\psi|D|g\rangle|^2$. Formulas are in Hartree atomic units. In the example, energies are in eV and dipole amplitudes and strengths in atomic units (a.u.).

## (a) Energies and strengths

**Find the eigenstates, their energies and their strengths. When is one of them dark, and in what sense?**

**Solution.** The two basis states enter $H$ symmetrically, which suggests the sum and difference

$$|\pm\rangle=\frac{|1\rangle\pm|2\rangle}{\sqrt2}.$$

Since $H|1\rangle=E_0|1\rangle+V|2\rangle$ and $H|2\rangle=V|1\rangle+E_0|2\rangle$,

$$H|\pm\rangle=\frac{(E_0\pm V)|1\rangle+(V\pm E_0)|2\rangle}{\sqrt2}=(E_0\pm V)|\pm\rangle.$$

The last step uses $V\pm E_0=\pm(E_0\pm V)$. The dipole amplitudes add or subtract in the same way as the states:

$$\langle\pm|D|g\rangle=\frac{a\pm b}{\sqrt2},\qquad S_\pm=\frac{(a\pm b)^2}{2}.$$

If $a=b\neq0$, then $S_-=0$ and $S_+=2a^2$: the two contributions cancel in the difference state and reinforce each other in the sum state. If $a=-b$, the sum state is dark instead.

Three conditions belong to this result.

- "Dark" means that there is no electric-dipole transition between this state and this $g$, for this polarization. The state may still decay to other levels or by other processes.
- With dipole vectors $\mathbf d_1,\mathbf d_2$, the difference state is dark for every polarization if $\mathbf d_1=\mathbf d_2$. In a free ion with a $J=0$ ground state and two $J=1$ levels, rotational symmetry gives the same ratio $a:b$ for each Cartesian component, and a rotationally invariant coupling does not mix the components. Darkness for one component then implies darkness for all.
- At $V=0$ every combination of $|1\rangle$ and $|2\rangle$ is an eigenstate, so separate strengths have no unique meaning. There is one line, of strength $a^2+b^2$. For small $V$ the formulas for $S_\pm$ hold, but the lines are seen apart only if the splitting $2|V|$ is large enough compared with their widths. A weak line beside a strong one needs a larger splitting than two equal lines of the same width.

## (b) What coupling conserves, and which line is strong

**Find the total strength and the strength-weighted mean energy. What happens when the sign of $V$, or the phase of the coupling, changes?**

**Solution.** Adding the strengths removes the cross terms:

$$S_++S_-=\frac{(a+b)^2+(a-b)^2}{2}=a^2+b^2.$$

With the ground state unchanged, the coupling only redistributes strength within the pair. Mixing in the ground state, treated in part (d), can change the total. For the mean energy we also need $S_+-S_-=2ab$:

$$\bar E=\frac{(E_0+V)S_++(E_0-V)S_-}{S_++S_-}=E_0+\frac{2abV}{a^2+b^2}.$$

If $abV>0$, the stronger line is the upper one; if $abV<0$, it is the lower one. The sign of $V$ alone has no physical meaning: replacing $|2\rangle$ by $-|2\rangle$ reverses both $b$ and $V$. The product $abV$ is unchanged, and so is the spectrum.

Now let $H_{12}=Ve^{i\chi}$ and $H_{21}=Ve^{-i\chi}$, with $V>0$ and $a,b$ still real. The eigenstates are

$$|\pm\rangle=\frac{|1\rangle\pm e^{-i\chi}|2\rangle}{\sqrt2}.$$

Indeed, the first component of $H|\pm\rangle$ is $(E_0\pm V)/\sqrt2$, and the second is $(V\pm E_0)e^{-i\chi}/\sqrt2$, as required. Complex conjugation of the bra gives the amplitude $(a\pm e^{i\chi}b)/\sqrt2$, hence

$$S_\pm=\frac{a^2+b^2}{2}\pm ab\cos\chi.$$

For equal amplitudes, complete darkness therefore needs $\cos\chi=\pm1$, a real coupling. At $\chi=\pi/2$ the two lines are equally strong.

## (c) States that are not quite degenerate

**Give $|1\rangle$ the energy $E_0+\delta/2$ and $|2\rangle$ the energy $E_0-\delta/2$, with real $V$. Find the strengths. Can unequal amplitudes give a dark state?**

**Solution.** Write $H=E_0+K$, where

$$K=\begin{pmatrix}\delta/2&V\\V&-\delta/2\end{pmatrix},\qquad K^2=W^2\,\mathbb 1,\qquad W=\sqrt{V^2+\delta^2/4}.$$

The off-diagonal elements of $K^2$ cancel, and each diagonal element is $V^2+\delta^2/4$. The operators $P_\pm=\tfrac12(1\pm K/W)$ project on the eigenstates, because

$$KP_\pm=\tfrac12(K\pm W)=\pm WP_\pm,\qquad P_\pm^2=\tfrac14\left(1\pm\frac{2K}{W}+\frac{K^2}{W^2}\right)=P_\pm.$$

The energies are thus $E_0\pm W$, where $\pm$ now means upper and lower. With the column vector $d=(a,b)^T$, the strength is the squared length of the projected vector, $S_\pm=d^TP_\pm d$. Since $d^TKd=(a^2-b^2)\delta/2+2abV$,

$$S_\pm=\frac{a^2+b^2}{2}\pm\frac{(a^2-b^2)\delta/2+2abV}{2W}.$$

At $\delta=0$ and $V>0$ this returns the result of part (a). For $\delta\gg|V|$, $W\to\delta/2$ and $S_+\to a^2$, $S_-\to b^2$: the states no longer mix.

For $a=b$ and $V>0$, expansion in small $\delta/V$ gives

$$S_-=a^2\left(1-\frac VW\right)=a^2\left[1-\left(1+\frac{\delta^2}{4V^2}\right)^{-1/2}\right]\approx\frac{a^2\delta^2}{8V^2}.$$

The residual strength starts at second order, so for equal amplitudes a detuning small compared with $V$ does little harm to the darkness. If $|a|\neq|b|$, the strengths already change at first order in $\delta/V$.

For unequal, nonzero amplitudes, the lower state is dark when $P_-d=0$, that is, when $Kd=Wd$:

$$\frac{a\delta}{2}+Vb=Wa,\qquad Va-\frac{b\delta}{2}=Wb.$$

Multiply the first equation by $b$ and the second by $a$. Both right sides become $Wab$, so

$$ab\,\delta=V(a^2-b^2).$$

Conversely, if this holds, $d$ is an eigenvector of $K$ with eigenvalue

$$\frac\delta2+\frac{Vb}{a}=\frac{V(a^2+b^2)}{2ab}.$$

For $abV>0$ this is positive and must be $+W$, so the lower state is dark; for $abV<0$ the upper one is. Amplitudes of equal magnitude are the condition for darkness at exact degeneracy, not a general requirement.

## (d) Mixing in the ground state

**Suppose both excitations can be present together in a state $|12\rangle$ of energy $2E_0$, coupled to $g$ by the same $V$. Treat the excitations as independent apart from the coupling. How do the strengths change to first order in $V/E_0$?**

**Solution.** First-order perturbation theory gives

$$|g'\rangle=|g\rangle-c\,|12\rangle,\qquad c=\frac{V}{2E_0}.$$

The dipole operator can remove either excitation from $|12\rangle$. Removing the second leaves $|1\rangle$ with amplitude $b$; removing the first leaves $|2\rangle$ with amplitude $a$. Therefore

$$a'=a-cb,\qquad b'=b-ca,\qquad a'\pm b'=(a\pm b)(1\mp c).$$

The strengths become

$$S_\pm=\frac{(a\pm b)^2}{2}(1\mp c)^2.$$

A state that is dark because $a=\pm b$ at degeneracy remains dark in this approximation, while a weak lower line gains slightly when $V>0$. The detuned dark state of part (c), with $|a|\neq|b|$, is proportional to $(b,-a)$ and does not stay exactly dark: it acquires a strength of about $c^2(a^2-b^2)^2/(a^2+b^2)$.

A two-dimensional oscillator provides a check. With mass, frequency and $\hbar$ equal to one, add $\lambda xy$ to its potential. The first excited states in $x$ and $y$ are degenerate at excitation energy $E_0=1$. Each matrix element of $x$ or $y$ between zero and one quantum is $1/\sqrt2$, so $V=\lambda/2$, both between the two excited states and between the ground state and the state with one quantum in each direction. In the coordinates $(x\pm y)/\sqrt2$ the motion separates, with frequencies $\omega_\pm=\sqrt{1\pm2V}$.

For polarization at angle $\varphi$ to $x$, $a=\cos\varphi/\sqrt2$ and $b=\sin\varphi/\sqrt2$. The squared one-quantum amplitude of a mode is $1/(2\omega_\pm)$, and the polarization has component $(\cos\varphi\pm\sin\varphi)/\sqrt2=a\pm b$ along it. Thus

$$S_\pm=\frac{(a\pm b)^2}{2\omega_\pm}=\frac{(a\pm b)^2}{2}\left(1\mp V+\cdots\right).$$

This agrees with $(1\mp c)^2\approx1\mp2c$, because $c=V/2$ here.

A numerical diagonalization with ten basis functions per coordinate and $\varphi=0.3$ rad tested the order of the error. When $V$ was halved from 0.02 to 0.01, the error of the lower strength, divided by the approximate value being tested, fell by a factor 2.03 without the ground-state correction and 4.04 with it. The remaining errors are thus of first and second order in $V$.

## (e) From strength to emitted light

**Find the spontaneous emission rate of an excited state whose dipole to $g$ lies along $z$. Then compare the light of the two lines in local thermal equilibrium at temperature $T$ (in energy units), for a thin source and for a uniform slab.**

**Solution.** In a quantization volume $\mathcal V$, a photon mode of frequency $\omega$ and polarization $\boldsymbol\epsilon$ has squared emission matrix element $(2\pi\omega/\mathcal V)|\boldsymbol\epsilon\cdot\mathbf d|^2$. In atomic units the speed of light is $1/\alpha$, so $k=\alpha\omega$ and the number of modes per polarization is $\mathcal V\alpha^3\omega^2\,d\omega\,d\Omega/(2\pi)^3$. The golden rule gives

$$A=2\pi\,(2\pi\omega)\,\frac{\alpha^3\omega^2}{(2\pi)^3}\int d\Omega\sum_{\boldsymbol\epsilon}|\boldsymbol\epsilon\cdot\mathbf d|^2
=\frac{\alpha^3\omega^3}{2\pi}\,S\int\sin^2\theta\,d\Omega.$$

The polarization sum retains the part of $\mathbf d$ perpendicular to the photon direction, hence $\sin^2\theta$. The angular integral is $8\pi/3$, and

$$A=\frac43\alpha^3\omega^3S.$$

For levels of equal degeneracy the populations are proportional to $e^{-E/T}$. Multiplying population, rate and photon energy gives, for a thin source,

$$\frac{P_-}{P_+}=\left(\frac{E_-}{E_+}\right)^4\frac{S_-}{S_+}\,e^{(E_+-E_-)/T}.$$

In a slab, light is also absorbed. The absorption coefficient is proportional to $ES$, and stimulated emission reduces it by $1-e^{-E/T}$. With equal line profiles in frequency, the peak optical depths obey

$$\frac{\tau_-}{\tau_+}=\frac{E_-S_-(1-e^{-E_-/T})}{E_+S_+(1-e^{-E_+/T})}.$$

If $j$ is the emission and $\kappa$ the absorption coefficient, $dI/ds=j-\kappa I$. With no light entering a slab of thickness $L$, and $\tau=\kappa L$, the solution is

$$I=\frac j\kappa(1-e^{-\tau})=jL\,\frac{1-e^{-\tau}}{\tau}.$$

The last factor is the reduction relative to a thin source. The ratio $j/\kappa\propto E^3/(e^{E/T}-1)$ no longer contains $S$: a saturated line approaches the Planck intensity, whatever its strength.

## (f) Numbers in the regime of tin ions

**Take $E_0=86$ eV, $V=6$ eV, $a=1.0$ a.u., $b=0.8$ a.u. and $T=30$ eV. Where does the strength go, and how robust is the answer?**

**Solution.** The energies are $86\pm6$ eV. With $\lambda=hc/E$,

- the upper line lies at 92 eV, or 13.48 nm, with $S_+=1.8^2/2=1.62$ a.u.;
- the lower line lies at 80 eV, or 15.50 nm, with $S_-=0.2^2/2=0.020$ a.u.

The lower line holds $0.020/1.64=1.2\%$ of the strength, although $b$ is 20% smaller than $a$. The mean energy is $86+9.6/1.64=91.85$ eV. The strong line falls inside a 2% band around 13.5 nm, from 13.365 to 13.635 nm. With $a=b=1$ a.u. the strengths would be 2 and 0 a.u. If $V$ is reversed with $a$ and $b$ held fixed, the strong line moves to 15.50 nm, outside the band.

The emission rates are $1.34\times10^{12}\ \mathrm{s^{-1}}$ for the upper line and $1.09\times10^{10}\ \mathrm{s^{-1}}$ for the lower. Their ratio is $(80/92)^3(0.020/1.62)=0.0081$. If decay to $g$ is the only radiative channel, the radiative lifetimes are 0.75 ps and 92 ps. The thin-source power ratio is

$$\frac{P_-}{P_+}=\left(\frac{80}{92}\right)^4\frac{0.020}{1.62}\,e^{12/30}=0.0105.$$

For an assumed strong-line optical depth of 5, and lines narrow enough that their overlap is negligible, the weak line has depth 0.052. The peak intensity ratio becomes

$$0.0105\times\frac{(1-e^{-0.052})/0.052}{(1-e^{-5})/5}=0.052.$$

Opacity raises the relative peak of the weak line about fivefold, without changing its dipole strength.

Other changes, each made separately with the remaining parameters fixed, have these effects:

- **Detuning.** For $\delta=\pm4$ eV, $W=\sqrt{40}$ eV and $S_-=0.82-(9.6\pm0.72)/(2\sqrt{40})$. This is 0.004 a.u. for $+4$ eV and 0.118 a.u. for $-4$ eV; the latter is 7.2% of the total. The lower state is dark at $\delta=6\times0.36/0.8=2.7$ eV. At $\pm4$ eV the upper line lies at 13.43 nm, still in the band.
- **A third level.** A level at 106 eV with no dipole amplitude of its own, coupled by 2 eV to $|1\rangle$, acquires 0.018 a.u. The lower line has 0.022 a.u., and the strong line moves to 13.50 nm.
- **Ground-state mixing.** With $c=6/172=0.035$, the strengths become 0.021 and 1.51 a.u. This is an estimate, since electrons sharing a shell are not independent excitations, and only $|12\rangle$ is included. In an ion, $g$ also couples to double excitations of one kind, such as $4p^2\to4d^2$ and $4d^2\to4f^2$; if those couplings are as large as $V$, the loss of the strong line's strength roughly doubles. The line positions also shift at second order, by an amount of order $V^2/(2E_0)\approx0.2$ eV, whose sign depends on the higher states included.
- **Natural width.** The upper level's radiative width from decay to $g$ is $8.8\times10^{-4}$ eV, far below the 12 eV splitting. Collisional and autoionization widths are not included.

In a tin-plasma source for extreme-ultraviolet lithography, multiply charged ions radiate near 13.5 nm in many closely spaced lines. Excitations from 4p to 4d and from 4d to 4f mix strongly, and this mixing concentrates strength on the short-wavelength side. The coupling of 6 eV and the temperature of a few tens of eV used above give only the order of magnitude for that regime, and the coupling may well be nearer 10 eV. The dipole amplitudes are illustrative: $S_+=1.62$ a.u. means an oscillator strength $2\omega S\approx11$, the strength of a whole transition array placed in one line and on the high side for an ion with about ten 4p and 4d electrons. None of these numbers comes from a calculation of a tin ion. Real ions break the assumption of two degenerate levels; within this model, a detuning of $-4$ eV moves the weak line's share from 1.2% to 7.2%. A real spectrum also contains several charge states, many lower levels and populations that may depart from equilibrium, so a state dark to one lower level can radiate to another. The numerical output below gives the values in more detail.

## Computed values

```
Uncoupled energy E0: 86.0 eV
Coupling V: 6.0 eV
Amplitude a: 1.00 a.u.
Amplitude b: 0.80 a.u.
Temperature T: 30.0 eV
Lower line energy: 80.00 eV
Upper line energy: 92.00 eV
Lower line wavelength: 15.498 nm
Upper line wavelength: 13.477 nm
2% band edges: 13.365, 13.635 nm
Lower strength: 0.0200 a.u.
Upper strength: 1.6200 a.u.
Total strength: 1.6400 a.u.
Lower share of total strength: 1.22 %
Strength-weighted mean energy: 91.854 eV
Equal a=b=1, lower strength: 0.0000 a.u.
Equal a=b=1, upper strength: 2.0000 a.u.
V reversed, lower strength: 1.6200 a.u.
V reversed, upper strength: 0.0200 a.u.
Lower emission rate: 1.089e+10 1/s
Upper emission rate: 1.341e+12 1/s
Lower radiative lifetime: 91.86 ps
Upper radiative lifetime: 0.746 ps
Thin power ratio lower/upper: 0.01053 (no unit)
Strong-line optical depth: 5.00 (no unit)
Weak-line optical depth: 0.0524 (no unit)
Slab peak ratio lower/upper: 0.05164 (no unit)
Detuning tried, both signs: 4.0 eV
Detuning +, lower strength: 0.0041 a.u.
Detuning -, lower strength: 0.1180 a.u.
Detuning -, lower share: 7.19 %
Detuned upper line energy: 92.325 eV
Detuned upper wavelength: 13.429 nm
Detuning for exact darkness: 2.70 eV
Third level energy: 106.0 eV
Third level coupling: 2.0 eV
With third level, lower strength: 0.0223 a.u.
With third level, upper strength: 1.5999 a.u.
Strength of third line: 0.0178 a.u.
With third level, upper energy: 91.860 eV
With third level, upper wavelength: 13.497 nm
Ground mixing c: 0.0349 (no unit)
Ground mixing, lower strength: 0.0214 a.u.
Ground mixing, upper strength: 1.5089 a.u.
Upper natural width: 8.827e-04 eV
Natural width / splitting: 7.36e-05 (no unit)
Oscillator test, error ratio on halving V (lower line):
  without ground mixing: 2.031 (no unit)
  with ground mixing: 4.042 (no unit)
```
